\section*{The noncollinear zero and wavy spin-transfer torque in a spin valve}

\section*{Setting}

A spin valve has a fixed ferromagnet L, a thin normal-metal spacer and a free ferromagnet R. Their moments have unit vectors $\mathbf m_L$ and $\mathbf m_R$ at an angle $\theta$, and $c=\cos\theta$. The torque per area on R is
\begin{equation}
\tau=\frac{\hbar J}{2e}\,\eta(\theta)\sin\theta,\qquad
\eta=\frac{q_1}{A+Bc}+\frac{q_2}{A-Bc},\qquad A>B>0, \label{eta}
\end{equation}
with $q_1,q_2$ real and not both zero. $J$ is the electron flow in electrical units, positive from L to R. Spin directions are labelled by the electron's magnetic moment, and positive $J\eta$ turns R toward L. The torque is called wavy if it changes sign strictly between $\theta=0$ and $\pi$.

\section*{(a) Zero and condition}

\textbf{Question.} Find every noncollinear zero of the torque and the condition for a wavy torque. Must $q_1$ and $q_2$ have opposite signs, and is that enough?

\textbf{Answer.} Over a common denominator,
\begin{equation}
\eta=\frac{q_1(A-Bc)+q_2(A+Bc)}{A^2-B^2c^2}
=\frac{A(q_1+q_2)-B(q_1-q_2)c}{A^2-B^2c^2}. \label{common}
\end{equation}
The denominator is positive because $B|c|<A$. The numerator is linear in $c$, so it has at most one zero, where it changes sign:
\begin{equation}
\cos\theta_0=\frac{A(q_1+q_2)}{B(q_1-q_2)} . \label{zero}
\end{equation}
This is an angle between $0$ and $\pi$ if and only if
\begin{equation}
A|q_1+q_2|<B|q_1-q_2| . \label{cond}
\end{equation}
If $q_1=q_2$, the numerator is the nonzero constant $2Aq_1$ and there is no zero.

Since $B<A$, condition (\ref{cond}) requires $|q_1+q_2|<|q_1-q_2|$. Squaring gives $4q_1q_2<0$, so opposite signs are necessary. For opposite signs put $\rho=|q_1/q_2|$. Then (\ref{cond}) reads $A|\rho-1|<B(\rho+1)$. Solving it separately for $\rho\ge1$ and $\rho<1$ gives
\begin{equation}
\frac{A-B}{A+B}<\rho<\frac{A+B}{A-B}. \label{window}
\end{equation}
Opposite signs are therefore not enough; the magnitudes must also be comparable. The window closes on $\rho=1$ as $B\to0$. At equality in (\ref{cond}) the zero merges with a collinear state. If that state is $\theta=0$, the numerator of $\eta$ is proportional to $1-c\simeq\theta^2/2$ and the torque starts as $\theta^3$.

\section*{(b) What the condition asks of the layers}

\textbf{Question.} Let the spacer have one vector spin voltage $\mathbf v$, half the difference between the up and down voltages, and no spin loss. Layer $i$ has polarization $P_i>0$, longitudinal spin conductance $g_i$ and real transverse spin conductance $T_i>g_i$, all conductances per area. Express $A$, $B$, $q_1$, $q_2$ and the wavy condition through these quantities.

\textbf{Answer.} Voltages are signed so that electrons flow from high to low $V$. Layer $i$ drains from the spacer the spin current
\begin{equation}
K_i\mathbf v=T_i\mathbf v-(T_i-g_i)(\mathbf m_i\cdot\mathbf v)\mathbf m_i .
\end{equation}
The electron flow toward the spacer is $J$ from L but $-J$ from R. The sources are thus $P_LJ\mathbf m_L$ and $-P_RJ\mathbf m_R$, and spin balance is
\begin{equation}
K_L\mathbf v+K_R\mathbf v=J(P_L\mathbf m_L-P_R\mathbf m_R). \label{balance}
\end{equation}
Define $S=T_L+T_R$, $a=T_L-g_L$, $b=T_R-g_R$, $x=\mathbf m_L\cdot\mathbf v$ and $y=\mathbf m_R\cdot\mathbf v$. Then
\begin{equation}
S\mathbf v=(JP_L+ax)\mathbf m_L+(by-JP_R)\mathbf m_R. \label{v}
\end{equation}
Only the first term has a part transverse to $\mathbf m_R$. It lies along $\mathbf m_L-c\,\mathbf m_R$, a vector of length $\sin\theta$. Layer R absorbs $T_R$ times the transverse $\mathbf v$, so $\eta=T_R(JP_L+ax)/(SJ)$. Projecting (\ref{v}) on the two moments gives
\begin{align}
(S-a)x-bc\,y&=J(P_L-P_Rc),\\
-ac\,x+(S-b)y&=J(P_Lc-P_R).
\end{align}
With $D=(S-a)(S-b)-abc^2$, elimination of $y$ yields
\begin{align}
\frac{xD}{J}&=(S-b)(P_L-P_Rc)+bc(P_Lc-P_R)\nonumber\\
&=(S-b)P_L-SP_Rc+bP_Lc^2,\\
\frac{(JP_L+ax)D}{J}&=P_L(S-a)(S-b)+a(S-b)P_L-aSP_Rc\nonumber\\
&=S\,[P_L(S-b)-aP_Rc].
\end{align}
The terms in $abP_Lc^2$ have cancelled. Since $S-a=T_R+g_L$ and $S-b=T_L+g_R$,
\begin{equation}
\eta=T_R\,\frac{P_L(T_L+g_R)-P_R(T_L-g_L)c}{(T_R+g_L)(T_L+g_R)-(T_L-g_L)(T_R-g_R)c^2}.
\end{equation}
Comparison with (\ref{common}) gives
\begin{align}
A^2&=(T_R+g_L)(T_L+g_R),\qquad B^2=(T_L-g_L)(T_R-g_R),\\
q_{1,2}&=\frac{T_R}{2}\left[\frac{P_L(T_L+g_R)}{A}\pm\frac{P_R(T_L-g_L)}{B}\right].
\end{align}
Here $A^2-B^2=S(g_L+g_R)>0$, as (\ref{eta}) assumes. The zero and the condition become
\begin{equation}
\cos\theta_0=\frac{P_L(T_L+g_R)}{P_R(T_L-g_L)},\qquad
P_L(T_L+g_R)<P_R(T_L-g_L). \label{layers}
\end{equation}
The free layer must have the larger polarization. When $T_L\gg g_L,g_R$, the zero tends to $\cos\theta_0=P_L/P_R$.

$T_R$ is absent for a physical reason. At the zero $\mathbf v=y\,\mathbf m_R$, so R receives no transverse spin. Equation (\ref{balance}) then gives $(T_L+g_R)y=-JP_R$ along $\mathbf m_R$ and $-acy=JP_L$ along $\mathbf m_L$; their ratio is (\ref{layers}). For $J>0$, $y$ is negative: the free layer preferentially drains majority electrons and leaves a minority accumulation.

\section*{(c) Polarization of a finite layer}

\textbf{Question.} Find $P$ and $g$ for a stack of contact, interface, film and interface. The film has channel resistivities $2\rho^*(1\mp\beta)$, diffusion length $l$ and thickness $d$. An interface has channel resistances $2R^*(1\mp\gamma_i)$ and no spin flip. The contact ends in a perfect spin sink.

\textbf{Answer.} Let $J$ flow toward the spacer and let $J_s$ be the spin current. At any plane write $v=-r(J_s-PJ)$; at the spacer $g=1/r$. Subtracting the two channel voltage drops across an interface gives $\Delta v=-R^*(J_s-\gamma_iJ)$, hence
\begin{equation}
r'=r+R^*,\qquad P'=\frac{rP+R^*\gamma_i}{r+R^*}. \label{interface}
\end{equation}
In the film, with $u=J_s-\beta J$, the same subtraction and spin relaxation give $dv/dz=-\rho^*u$ and $du/dz=-v/(\rho^*l^2)$. Put $r_F=\rho^*l$, $C=\cosh(d/l)$, $s=\sinh(d/l)$ and $\delta=P-\beta$. The entry condition is $v_0=-r(u_0-\delta J)$, so at the exit
\begin{align}
v_d&=v_0C-r_Fu_0s=-u_0(rC+r_Fs)+r\delta JC,\\
r_Fu_d&=r_Fu_0C-v_0s=u_0(r_FC+rs)-r\delta Js.
\end{align}
Eliminating $u_0$ and using $C^2-s^2=1$,
\begin{equation}
v_d=-r_F\frac{rC+r_Fs}{r_FC+rs}\,u_d+\frac{r\,r_F\,\delta J}{r_FC+rs}.
\end{equation}
This has the form $-r'(J_s-P'J)$ with
\begin{equation}
r'=r_F\frac{rC+r_Fs}{r_FC+rs},\qquad
P'=\beta+\frac{r(P-\beta)}{rC+r_Fs}. \label{film}
\end{equation}
The contact is the case $\beta=0$ starting from $r=0$, so it has $P=0$ and $r=\rho l\tanh(L/l)$ for length $L$. This one-dimensional result assumes that the contact keeps the cross-section of the pillar.

\section*{(d) Stability}

\textbf{Question.} Suppose $\eta(0)<0<\eta(\pi)$. What does the torque alone do for each sign of $J$? Find the linear instability thresholds of the collinear states for a thin-film macrospin with magnetization $M_s$, in-plane anisotropy field $B_k$ along $\mathbf m_L$, and damping $\alpha$.

\textbf{Answer.} Dividing the torque by the angular momentum per area $M_sd/\gamma$, with $d$ the free-layer thickness and $\gamma$ the gyromagnetic ratio, gives
\begin{equation}
\dot\theta=-\kappa J\eta\sin\theta,\qquad \kappa=\frac{\gamma\hbar}{2eM_sd}.
\end{equation}
For $J>0$, $\theta$ grows below $\theta_0$ and falls above it: both collinear states repel and $\theta_0$ attracts. For $J<0$ the roles are reversed.

With field and damping, $\dot{\mathbf m}=\mathbf N+\alpha\mathbf m\times\dot{\mathbf m}$. Taking $\mathbf m\times$ of this equation and substituting back gives $(1+\alpha^2)\dot{\mathbf m}=\mathbf N+\alpha\mathbf m\times\mathbf N$. Let $z$ be the easy axis, $x$ the film normal, $B_d=\mu_0M_s$ and $\mathbf m=(m_x,m_y,\sigma)$ with $\sigma=\pm1$. To first order
\begin{align}
N_x&=-\gamma\sigma B_km_y-\sigma\kappa J\eta_\sigma m_x,\\
N_y&=\gamma\sigma(B_k+B_d)m_x-\sigma\kappa J\eta_\sigma m_y,
\end{align}
where $\eta_{+}=\eta(0)$ and $\eta_-=\eta(\pi)$. The transverse part of $\mathbf m\times\mathbf N$ is $\sigma(-N_y,N_x)$. The linear rate matrix therefore has
\begin{align}
(1+\alpha^2)\,\mathrm{tr}&=-2\sigma\kappa J\eta_\sigma-\alpha\gamma(2B_k+B_d),\\
(1+\alpha^2)\det&=(\kappa J\eta_\sigma)^2+\gamma^2B_k(B_k+B_d)>0.
\end{align}
With a positive determinant, stability is lost when the trace passes zero:
\begin{equation}
J_P=\frac{\alpha\gamma(B_k+\mu_0M_s/2)}{\kappa|\eta(0)|},\qquad
J_{AP}=\frac{\alpha\gamma(B_k+\mu_0M_s/2)}{\kappa\,\eta(\pi)} .
\end{equation}
Both are positive. For $J<0$ both traces are negative and both states are stable. Above both thresholds neither collinear state is stable, but linear analysis does not determine whether the moment then precesses steadily.

\section*{(e) A cobalt/copper/permalloy pillar}

\textbf{Question.} Evaluate the results for fixed Co (8 nm), Cu (10 nm) and free permalloy (8 nm), with the rough low-temperature inputs listed in the numerical output and $T_L=T_R=2.0\ (\mathrm{f\Omega\,m^2})^{-1}$.

\textbf{Answer.} Resistances times area are in $\mathrm{f\Omega\,m^2}$ and conductances per area in its inverse. Each contact is idealized as a 2000 nm Cu column with the pillar's cross-section, so $r=6\times450\times10^{-3}\tanh(2000/450)=2.70$. The first Co interface gives $r=3.20$ and $P=0.50\times0.77/3.20=0.120$. The film, with $r_F=4.5$ and $d/l=0.133$, changes these to $r=3.47$ and $P=0.176$. The last interface gives $r=3.97$, so $P_L=0.251$ and $g_L=0.252$. The same steps for permalloy give $P_R=0.593$ and $g_R=0.464$. Then
\begin{align}
A&=\sqrt{2.252\times2.464}=2.356,\qquad B=\sqrt{1.748\times1.536}=1.639,\\
\cos\theta_0&=\frac{0.251\times2.464}{0.593\times1.748}=0.597,\qquad \theta_0\simeq53^\circ .
\end{align}
The coefficients are $q_1=0.895$ and $q_2=-0.370$. Their ratio $\rho=2.42$ lies inside the window (\ref{window}), from 0.18 to 5.6. The wave is lopsided: $\eta\sin\theta$ has a minimum of $-0.081$ near $26^\circ$ and a maximum of $0.457$ near $139^\circ$.

With $\eta(0)=-0.292$, $\eta(\pi)=1.156$, damping rate $0.902\ \mathrm{ns^{-1}}$ and $\kappa=0.00904\ \mathrm{m^2/C}$,
\begin{equation}
J_P=\frac{0.902\times10^9}{0.00904\times0.292}\simeq3.4\times10^{11}\ \mathrm{A/m^2}=34\ \mathrm{MA/cm^2},
\end{equation}
and likewise $J_{AP}\simeq8.6\ \mathrm{MA/cm^2}$. The weak negative lobe sets the current needed to destabilize both states.

\section*{(f) Where the wave is lost}

\textbf{Question.} How robust is this result, and which neglected effects matter most?

\textbf{Answer.} Exchanging the layers' roles makes the right side of (\ref{zero}) equal to 3.5, which is no cosine: the torque is not wavy. With the other inputs held fixed, the wave also disappears above a Co thickness of about 88 nm. In the thick limit (\ref{film}) gives $r=4.5$ and $P=0.46$. After the last interface $P_L=0.49$ and $g_L=0.20$, and (\ref{layers}) gives $1.13>1$.

The contacts matter too. If both end in perfect spin sinks, the wave is lost for contacts shorter than about 155 nm. A long contact adds unpolarized spin resistance, which lowers the polarization after the first interface in both layers, as (\ref{interface}) shows with $P=0$. By (\ref{film}) a film passes on the difference $P-\beta$ multiplied by $r/(rC+r_Fs)$. With the long contact this factor is 0.84 for Co, which is much thinner than its diffusion length, but 0.31 for permalloy, which is thicker than its own. A long contact therefore lowers $P_L$ more than $P_R$. The added resistance also lowers $g_L$ and $g_R$, and with them the factor $(T_L+g_R)/(T_L-g_L)$ in (\ref{layers}). Both changes favour the wave. The two sides act oppositely: shortening only the Co-side contact to 155 nm removes the wave, while shortening only the permalloy-side contact to 155 nm raises $\theta_0$ to $57^\circ$. A pillar with a thin Cu cap between the Co layer and a strongly spin-relaxing metal can therefore fail the condition even with this choice of magnets.

The wave is also at risk in a pillar whose Cu electrodes widen right at the magnets. In diffusive transport a wide electrode fed uniformly through a disc of radius $a\ll l$ has $r\simeq8\rho a/(3\pi)$, or about $0.25$ for $a=50$ nm. At the low-temperature resistivity used here, however, the mean free path in Cu is about 110 nm, longer than $a$. A ballistic contribution of roughly 0.4 to 0.9 must then be added, depending on how much of it the interface resistances already contain. The total is still well below the column value $2.70$, but it lies close to the $0.90$ at which the wave is lost when both contacts are equal, so this estimate does not decide whether the wave survives. The mean free path also exceeds the pillar width, so using bulk Cu values for the column contacts is itself an idealization. The numbers in (e) therefore apply to long column contacts, not to every pillar made of these layers.

Other changes, each made alone, move the angle as follows. Spacer resistance lowers $\theta_0$ by about $1^\circ$ and spin flip in the spacer by about $0.1^\circ$. With an imaginary transverse conductance of 5\% of $T$ in both layers, the torque component in the plane of the two moments still vanishes at $53.4^\circ$, but a component normal to that plane remains, about $0.01$ in the units of $\eta\sin\theta$. It comes from the imaginary part of the fixed layer and is absent if only the free layer has one. Lowering both $T_i$ to $1.1\ (\mathrm{f\Omega\,m^2})^{-1}$ gives $\cos\theta_0=0.78$, or $39^\circ$. Rough room-temperature resistivities and diffusion lengths give $0.33$, or $71^\circ$. Even within the column model the angle is thus uncertain by tens of degrees. The lower $T_i$, the spacer resistance and the spacer spin flip together give about $37^\circ$; the zero then disappears if both contacts are shorter than about 395 nm.

The macrospin assumption is doubtful at these currents: at $J_P$ the Oersted field at the edge of a pillar of 50 nm radius is about 11 mT, as large as the assumed $B_k=10$ mT. The threshold is then an estimate for uniform motion. The thin-film demagnetizing field is also too large for a disc 8 nm thick and 100 nm wide; using the disc's average demagnetizing factors lowers both thresholds by about a quarter. The anisotropy barrier is about $61\,k_BT$ at 300 K. For small in-plane angles $\varphi$ the energy is the barrier times $\varphi^2$, so the rms thermal angle is $(2\times61)^{-1/2}$ rad, about $5^\circ$. Spin flip at the interfaces, left out in (c), is among the largest neglected effects. Treat each interface as a thin film in (\ref{film}) with $\beta=\gamma_i$, $r_F=R^*/\delta_i$ and $d/l=\delta_i$; values of $\delta_i$ around 0.25 to 0.33 are reported for Co/Cu. With $\delta_i=0.25$ at all four interfaces, $P_L$ rises to 0.30 and $g_L$ to 0.41, $\theta_0$ falls to $37^\circ$ and $\eta(0)$ to $-0.10$, so $J_P$ roughly triples. With $\delta_i=0.33$ the zero is near $18^\circ$ and $\eta(0)\simeq-0.02$. With $\delta_i=0.25$, the lower $T_i$ and the spacer corrections together, the zero disappears. Joule heating and motion of the Co layer are left out and not sized here.

\section*{Table of computed values}
\begin{verbatim}
Inputs are rough typical low-temperature values
Co: rho* = 75 nOhm m, beta = 0.46, l = 60.0 nm
Co/Cu: R* = 0.50 fOhm m^2, gamma = 0.77
permalloy: rho* = 290 nOhm m, beta = 0.76, l = 5.5 nm
permalloy/Cu: R* = 0.50 fOhm m^2, gamma = 0.70
Cu: rho = 6 nOhm m, l = 450 nm, contact length = 2000 nm
thickness Co, Cu, permalloy = 8, 10, 8 nm
transverse conductance T = 2.00 1/(fOhm m^2), both layers
fixed Co: P = 0.2510, g = 0.2520 1/(fOhm m^2)
free permalloy: P = 0.5932, g = 0.4642 1/(fOhm m^2)
A = 2.3557, B = 1.6385 1/(fOhm m^2)
q1 = 0.8954, q2 = -0.3702 1/(fOhm m^2)
A|q1+q2| = 1.2372, B|q1-q2| = 2.0738 1/(fOhm m^2)^2
cos theta0 = 0.5966, theta0 = 53.37 deg
eta at 0, 90, 180 deg = -0.2920, 0.2230, 1.1558
minimum eta sin(theta) = -0.0813 at 25.9 deg
maximum eta sin(theta) = 0.4573 at 138.9 deg
Ms = 800 kA/m, alpha = 0.010, B_k = 10 mT, Lande g = 2.0
damping rate = 0.9017 1/ns, kappa = 0.00904 m^2/C
threshold J_P = 34.14 MA/cm^2 = 3.414e+11 A/m^2
threshold J_AP = 8.63 MA/cm^2 = 8.625e+10 A/m^2
roles exchanged: formula gives cos theta0 = 3.465, no zero
wave disappears above Co thickness = 88.0 nm
wave disappears below contact length = 155.4 nm
spacer resistance = 0.060 fOhm m^2: theta0 = 52.40 deg
spacer flip conductance = 0.0082 1/(fOhm m^2): theta0 = 53.23 deg
imaginary mixing part = 0.10 1/(fOhm m^2): theta0 = 53.37 deg
T lowered to 1.1 1/(fOhm m^2): cos theta0 = 0.7806
room temperature Cu: rho = 21 nOhm m, l = 350 nm
room temperature Co: rho* = 150 nOhm m, l = 40 nm
room temperature permalloy: rho* = 350 nOhm m, l = 4 nm
room temperature estimate: cos theta0 = 0.3297
pillar radius = 50 nm, edge Oersted field at J_P = 10.73 mT
anisotropy barrier / kT at 4.2 K = 4334.2
anisotropy barrier / kT at 300.0 K = 60.7
\end{verbatim}
